# Passivity bounds on longitudinal and transverse damping in a single-mode dielectric function, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From passivity to the two bounds

### 1. Definitions and conventions

Consider one principal axis of a crystal and a weak electric field $E(t)$ along it. The response is linear and local, so all quantities below are scalars. Fourier transforms follow

$$E(\omega)=\int_{-\infty}^{\infty}E(t)\,e^{i\omega t}\,dt,\qquad E(t)=\int_{-\infty}^{\infty}E(\omega)\,e^{-i\omega t}\,\frac{d\omega}{2\pi}.$$

A time derivative therefore becomes a factor $-i\omega$. The displacement is $D(\omega)=\varepsilon_0\varepsilon(\omega)E(\omega)$, and the relative permittivity has the single-mode factorized form

$$\varepsilon(\omega)=\varepsilon_\infty\,\frac{\omega_L^2-\omega^2-i\gamma_L\omega}{\omega_T^2-\omega^2-i\gamma_T\omega}. \tag{1}$$

Here $\varepsilon_\infty$ is the real permittivity above the lattice mode, $\omega_T$ and $\omega_L$ are the transverse and longitudinal angular frequencies, and $\gamma_T$ and $\gamma_L$ are the corresponding dampings. The assumptions are:

- $\varepsilon_\infty$, $\omega_T$ and $\omega_L$ are positive;
- $\gamma_T>0$, while $\gamma_L$ may be any real number;
- equation (1) is the whole response at every real frequency.

No order of $\omega_L$ and $\omega_T$ is assumed. The claim to be proved is that the medium is passive if and only if

$$\boxed{\,1\le\frac{\gamma_L}{\gamma_T}\le\frac{\omega_L^2}{\omega_T^2}\,} \tag{2}$$

### 2. What the two dampings describe

The denominator of (1) vanishes when $\omega^2+i\gamma_T\omega-\omega_T^2=0$, which gives the poles

$$\omega=-\frac{i\gamma_T}{2}\pm\sqrt{\omega_T^2-\frac{\gamma_T^2}{4}}.$$

If $\gamma_T<2\omega_T$, the root is real and a free oscillation decays as $e^{-\gamma_Tt/2}$. If $\gamma_T>2\omega_T$, both poles are imaginary. They still lie in the lower half plane, because $\sqrt{\gamma_T^2/4-\omega_T^2}$ is smaller than $\gamma_T/2$. The response is thus causal and stable for every $\gamma_T>0$.

The zeros of (1) have the same form with $L$ in place of $T$. At a zero, $D=0$ is compatible with $E\ne0$, which is the condition for a free longitudinal oscillation. So $\gamma_T$ governs the decay of a transverse polarization oscillation at zero macroscopic field, and $\gamma_L$ governs the decay of a longitudinal one.

To obtain the equation of motion, split off the instantaneous part by writing $D=\varepsilon_0\varepsilon_\infty E+P$. Then $P(\omega)=\varepsilon_0[\varepsilon(\omega)-\varepsilon_\infty]E(\omega)$. Subtracting the denominator of (1) from its numerator gives

$$\varepsilon-\varepsilon_\infty=\varepsilon_\infty\frac{(\omega_L^2-\omega_T^2)-i(\gamma_L-\gamma_T)\omega}{\omega_T^2-\omega^2-i\gamma_T\omega}. \tag{3}$$

Multiply by the denominator and replace $-i\omega$ by $d/dt$:

$$\ddot P+\gamma_T\dot P+\omega_T^2P=\varepsilon_0\varepsilon_\infty\left[(\omega_L^2-\omega_T^2)E+(\gamma_L-\gamma_T)\dot E\right]. \tag{4}$$

For equal dampings this is an ordinary driven oscillator. Unequal dampings add a force proportional to the rate of change of the field. If $\omega_L\ge\omega_T$, the model with equal dampings is passive, as section 5 will show, and only this extra term can make it active. Its coefficient must therefore be restricted. If $\omega_L<\omega_T$, the model is active even with equal dampings.

### 3. Passivity as a statement about work

The energy delivered per unit volume up to time $t$, with the energy of the field itself included, is

$$W_{\rm tot}(t)=\int_{-\infty}^{t}E\,\dot D\,dt'=\frac12\varepsilon_0\varepsilon_\infty E(t)^2+W(t),\qquad W(t)=\int_{-\infty}^{t}E\,\dot P\,dt'. \tag{5}$$

The first term follows from $E\dot E=\frac12\,d(E^2)/dt$ and from the absence of a field in the distant past. The medium is called passive if $W_{\rm tot}(t)\ge0$ at every time, for every pulse that starts from rest and dies away. No pulse can then extract energy that was not first put in.

Take first the total work of a complete pulse. By Parseval's theorem,

$$W(\infty)=\int_{-\infty}^{\infty}|E(\omega)|^2\,(-i\omega)\,\varepsilon_0\,[\varepsilon(\omega)-\varepsilon_\infty]\,\frac{d\omega}{2\pi}.$$

Since $E(t)$ and $P(t)$ are real, $|E(\omega)|^2$ is even in $\omega$, the real part of $\varepsilon-\varepsilon_\infty$ is even, and its imaginary part is odd. Multiplied by $-i\omega$, the real part gives an odd integrand, which integrates to zero. The imaginary part gives $-i\omega\cdot i\,{\rm Im}\,\varepsilon=\omega\,{\rm Im}\,\varepsilon$, which is even. Folding the integral onto positive frequencies doubles it:

$$W(\infty)=\frac{\varepsilon_0}{\pi}\int_0^\infty\omega\,{\rm Im}\,\varepsilon(\omega)\,|E(\omega)|^2\,d\omega. \tag{6}$$

**Sufficiency of nonnegative loss.** Suppose ${\rm Im}\,\varepsilon\ge0$ for all $\omega>0$. Equation (6) then gives $W(\infty)\ge0$, but passivity demands more, namely a nonnegative result at each intermediate time. To obtain it, replace the field by one that agrees with $E$ until time $t$ and is zero afterwards. By causality the polarization up to $t$ is unchanged, and after $t$ no work is done because the field is zero. At the cut, equation (4) makes $\dot P$ jump by a finite amount while $P$ stays continuous, so the single instant contributes no work. Hence $W(t)$ equals the total work of the truncated pulse.

Equation (6) applies to that pulse as well. Its spectrum falls as $1/\omega$, and $\omega\,{\rm Im}\,\varepsilon$ is bounded, so the integral converges. Therefore $W(t)\ge0$, and (5) gives $W_{\rm tot}(t)\ge0$.

**Necessity of nonnegative loss.** Let ${\rm Im}\,\varepsilon(\omega_0)<0$ at some $\omega_0>0$, and apply the pulse

$$E(t)=E_0\,e^{-t^2/2\tau^2}\cos\omega_0t.$$

Near $\omega_0$, and for $\omega_0\tau\gg1$, its spectrum is $E(\omega)\simeq E_0\,\tau\sqrt{\pi/2}\;e^{-\tau^2(\omega-\omega_0)^2/2}$. Insert its square in (6). The function $\omega\,{\rm Im}\,\varepsilon$ is continuous and bounded, so for long pulses it can be taken at $\omega_0$. With $\int e^{-\tau^2u^2}du=\sqrt\pi/\tau$,

$$W(\infty)\simeq\frac{\varepsilon_0}{\pi}\,\omega_0\,{\rm Im}\,\varepsilon(\omega_0)\,E_0^2\,\frac{\pi\tau^2}{2}\,\frac{\sqrt\pi}{\tau}
=\frac{\sqrt\pi}{2}\,\varepsilon_0E_0^2\,\tau\,\omega_0\,{\rm Im}\,\varepsilon(\omega_0). \tag{7}$$

This is negative for a sufficiently long pulse. After the pulse the field is zero, so $W_{\rm tot}(\infty)=W(\infty)<0$, and the medium is not passive.

Passivity is therefore equivalent to ${\rm Im}\,\varepsilon(\omega)\ge0$ at every $\omega>0$.

### 4. The loss in closed form

Multiply the numerator and denominator of (1) by the complex conjugate of the denominator. The new denominator is real and positive:

$$\mathcal D(\omega)=(\omega_T^2-\omega^2)^2+\gamma_T^2\omega^2.$$

The new numerator is

$$\left[(\omega_L^2-\omega^2)-i\gamma_L\omega\right]\left[(\omega_T^2-\omega^2)+i\gamma_T\omega\right].$$

Its imaginary part comes from the two cross products:

$$\gamma_T\omega(\omega_L^2-\omega^2)-\gamma_L\omega(\omega_T^2-\omega^2)
=\omega\left[\gamma_T\omega_L^2-\gamma_L\omega_T^2+(\gamma_L-\gamma_T)\omega^2\right].$$

Hence

$${\rm Im}\,\varepsilon(\omega)=\frac{\varepsilon_\infty\,\omega\,(A+B\omega^2)}{\mathcal D(\omega)},\qquad A=\gamma_T\omega_L^2-\gamma_L\omega_T^2,\qquad B=\gamma_L-\gamma_T. \tag{8}$$

The prefactor $\varepsilon_\infty\omega/\mathcal D$ is positive for $\omega>0$. The sign of the loss is the sign of $A+Bx$, with $x=\omega^2$.

### 5. Proof of the theorem

The function $A+Bx$ is a straight line in $x$. If $A\ge0$ and $B\ge0$, it is nonnegative for all $x>0$. Conversely, suppose it is nonnegative for all $x>0$. Letting $x\to0$ gives $A\ge0$. Dividing by $x$ and letting $x\to\infty$ gives $B\ge0$. So passivity holds if and only if both coefficients are nonnegative.

Since $\gamma_T$ and $\omega_T^2$ are positive, division does not change the direction of an inequality:

$$B\ge0\iff\frac{\gamma_L}{\gamma_T}\ge1,\qquad A\ge0\iff\frac{\gamma_L}{\gamma_T}\le\frac{\omega_L^2}{\omega_T^2}.$$

This is (2). Two consequences need no further assumption. The two bounds can hold together only if $\omega_L\ge\omega_T$. Also $\gamma_L\ge\gamma_T>0$, so the longitudinal oscillation decays. If $\omega_L=\omega_T$, the bounds force $\gamma_L=\gamma_T$; numerator and denominator then cancel, and there is no polar mode.

The assumption $\gamma_T>0$ cannot be dropped. Take $\gamma_L=\gamma_T=-g$ with $g>0$. The poles then lie in the upper half plane, and a free oscillation grows, so a later pulse can extract more energy than an earlier one put in. If $\omega_L>\omega_T$, the damping ratio is 1 and (2) is satisfied, yet the medium is active. If $\omega_L<\omega_T$, (2) fails, as it should, but the sign of the loss misleads: $B=0$ and $A=g(\omega_T^2-\omega_L^2)>0$, so the loss on the real axis is positive although the medium is active. A nonnegative loss certifies passivity when the response is also causal and stable.

A numerical comparison tried the theorem on random parameters. In units of $\omega_T$, $\omega_L$ ran from 0.6 to 3, $\gamma_T$ from 0.02 to 0.8, and $\gamma_L/\gamma_T$ from 0.2 to 8. The sign of ${\rm Im}\,\varepsilon$ was scanned directly from (1) between $10^{-3}\omega_T$ and $10^3\omega_T$. Ratios within 2 % of either edge were left out as a generous margin, because extremely close to an edge the sign change falls outside the scan. The scan found 528 passive and 940 non-passive cases, each in agreement with (2).

### 6. The same theorem read at the two resonances

At $\omega=\omega_T$ the denominator of (1) reduces to $-i\gamma_T\omega_T$. Since $1/(-i)=i$,

$$\varepsilon(\omega_T)=\varepsilon_\infty\left[\frac{\gamma_L}{\gamma_T}+i\,\frac{\omega_L^2-\omega_T^2}{\gamma_T\omega_T}\right]. \tag{9}$$

At zero frequency, (1) gives the static permittivity $\varepsilon_s=\varepsilon_\infty\omega_L^2/\omega_T^2$. Multiplying (2) by $\varepsilon_\infty$ therefore turns the theorem into

$$\varepsilon_\infty\le{\rm Re}\,\varepsilon(\omega_T)\le\varepsilon_s.$$

At $\omega=\omega_L$ it is the numerator that reduces, to $-i\gamma_L\omega_L$, and

$$\frac1{\varepsilon(\omega_L)}=\frac1{\varepsilon_\infty}\left[\frac{\gamma_T}{\gamma_L}-i\,\frac{\omega_L^2-\omega_T^2}{\gamma_L\omega_L}\right]. \tag{10}$$

For given $\varepsilon_\infty$ and mode frequencies, ${\rm Im}\,\varepsilon(\omega_T)$ contains only $\gamma_T$, while $-{\rm Im}[1/\varepsilon(\omega_L)]$ contains only $\gamma_L$. The second quantity governs absorption when $D$, rather than $E$, is prescribed, as for an external field normal to a thin film without electrodes; in a capacitor driven by a voltage source it is $E$ that is prescribed. It gives no new condition, because

$$-{\rm Im}\frac1\varepsilon=\frac{{\rm Im}\,\varepsilon}{|\varepsilon|^2}$$

has the same sign as ${\rm Im}\,\varepsilon$.

### 7. The undamped limit

Let $\gamma_T=0$. Then $A+B\omega^2=\gamma_L(\omega^2-\omega_T^2)$ and $\mathcal D=(\omega^2-\omega_T^2)^2$, so away from the pole

$${\rm Im}\,\varepsilon=\frac{\varepsilon_\infty\gamma_L\,\omega}{\omega^2-\omega_T^2}.$$

This changes sign at $\omega_T$ unless $\gamma_L=0$. A transverse mode without damping thus requires a longitudinal mode without damping.

With both dampings zero the loss vanishes except at the pole, whose weight must be found as a limit. Set $\gamma_L=\gamma_T=\gamma$ and let $\gamma\to0^+$. Near the pole write $\omega=\omega_T+u$, so that $\omega_T^2-\omega^2\simeq-2\omega_Tu$. Equation (8) becomes

$${\rm Im}\,\varepsilon\simeq\varepsilon_\infty(\omega_L^2-\omega_T^2)\,\frac{\gamma\omega_T}{4\omega_T^2u^2+\gamma^2\omega_T^2}
=\frac{\varepsilon_\infty(\omega_L^2-\omega_T^2)}{\omega_T}\,\frac{\gamma}{4u^2+\gamma^2}.$$

Because $\int\gamma\,du/(4u^2+\gamma^2)=\pi/2$, the spectral area is

$$\int_0^\infty{\rm Im}\,\varepsilon\,d\omega\;\to\;\frac{\pi}{2}\,\varepsilon_\infty\,\frac{\omega_L^2-\omega_T^2}{\omega_T}. \tag{11}$$

Passivity requires this area to be nonnegative, hence $\omega_L\ge\omega_T$. In the undamped case the order of the frequencies is the entire condition.

## Part II. Physical meaning, limits of use, and a hafnia example

For $\gamma_T>0$, the single-mode form (1) has been shown to be passive if and only if $1\le\gamma_L/\gamma_T\le\omega_L^2/\omega_T^2$; with both dampings zero, the entire condition is $\omega_L\ge\omega_T$. What remains is the physical meaning of the two bounds, the limits of the formula's use, and a hafnia example.
